# Discontinuous Glass Transition for the Quadratic Mode-Coupling Memory: test program

```python
"""Schematic mode-coupling model with a quadratic memory.

Result under test: the correlator phi(t), phi(0) = 1, of
    tau phi' + phi + int_0^t m(t-s) phi'(s) ds = 0,   m = v phi^2,
tends to 0 for v < 4 and to f = (1 + sqrt(1 - 4/v))/2 for v >= 4,
so that the limit jumps from 0 to 1/2 at v = 4.

Symbols: tau microscopic time, v coupling, f long-time limit,
eps = v/4 - 1 distance from the transition, a critical exponent.
Generalized memory: m = v1 phi + v2 phi^2.
Hopping at rate hop replaces phi' by phi' + hop*phi in both terms.
"""
import numpy as np
from math import sqrt, log, log10, inf
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gamma


def correlator(v2, v1=0.0, tau=1.0, hop=0.0, half=256, h=1e-6, t_end=1e12):
    """Solve on a grid whose step doubles; cell means keep the early decay."""
    n = 2 * half
    t0 = h * np.arange(half + 1)
    phi, m, pbar, mbar = (np.zeros(n + 1) for _ in range(4))
    phi[:half + 1] = (1 - (1 / tau + hop) * t0
                      + 0.5 * (1 + v1 + v2) * (t0 / tau)**2)
    m[:half + 1] = v1 * phi[:half + 1] + v2 * phi[:half + 1]**2
    pbar[1:half + 1] = 0.5 * (phi[1:half + 1] + phi[:half])
    mbar[1:half + 1] = 0.5 * (m[1:half + 1] + m[:half])
    times, values = [t0[1:]], [phi[1:half + 1].copy()]
    while True:
        p1, m1 = pbar[1], mbar[1]
        lin = 1.5 * tau / h + 1 + m1 + hop * (tau + 0.5 * h * m1)
        mem = p1 - 1 + 0.5 * h * hop * p1
        slope = lin + mem * v1
        for i in range(half + 1, n + 1):
            p = i // 2
            q = i - p
            c = tau * (phi[i - 2] - 4 * phi[i - 1]) / (2 * h)
            c += m[q] * phi[p] - m[i - 1] * p1 - phi[i - 1] * m1
            c += np.dot(m[i - 1:q:-1] - m[i - 2:q - 1:-1], pbar[2:p + 1])
            c += np.dot(phi[i - 1:p:-1] - phi[i - 2:p - 1:-1], mbar[2:q + 1])
            if hop:
                c += hop * h * (0.5 * p1 * m[i - 1] + 0.5 * m1 * phi[i - 1]
                                + np.dot(pbar[2:i], mbar[i - 1:1:-1]))
            # root continuously connected with the short-time solution;
            # the guard only removes rounding noise at a double root
            disc = max(slope * slope - 4 * mem * v2 * c, 0.0)
            x = -2 * c / (slope + sqrt(disc))
            phi[i] = x
            m[i] = v1 * x + v2 * x * x
            pbar[i] = 0.5 * (x + phi[i - 1])
            mbar[i] = 0.5 * (m[i] + m[i - 1])
        times.append(h * np.arange(half + 1, n + 1))
        values.append(phi[half + 1:].copy())
        if n * h >= t_end:
            return np.concatenate(times), np.concatenate(values)
        for arr in (phi, m):
            arr[:half + 1] = arr[::2].copy()
        for arr in (pbar, mbar):
            arr[1:half + 1] = 0.5 * (arr[1:n:2] + arr[2:n + 1:2])
        h *= 2


def direct(v2, v1=0.0, tau=1.0, hop=0.0, h=0.005, steps=2000):
    """Plain trapezoidal quadrature on a uniform grid, w = phi' + hop*phi."""
    phi, w, m = (np.zeros(steps + 1) for _ in range(3))
    phi[0], w[0], m[0] = 1.0, -1 / tau, v1 + v2
    for n in range(1, steps + 1):
        known = h * np.dot(m[n - 1:0:-1], w[1:n])
        new = w[n - 1]
        for _ in range(8):
            x = (phi[n - 1] * (1 - h * hop / 2)
                 + h * (w[n - 1] + new) / 2) / (1 + h * hop / 2)
            mx = v1 * x + v2 * x * x
            new = -(x + known + 0.5 * h * mx * w[0]) / (tau + 0.5 * h * m[0])
        phi[n], w[n], m[n] = x, new, mx
    return h * np.arange(steps + 1), phi, w


def crossing(t, phi, level):
    """First time at which phi falls below level (infinite if never)."""
    below = np.flatnonzero(phi < level)
    if len(below) == 0:
        return inf
    j = below[0]
    part = (phi[j - 1] - level) / (phi[j - 1] - phi[j])
    return float(t[j - 1] * (t[j] / t[j - 1])**part)


def largest_root(v):
    return 0.0 if v < 4 else 0.5 * (1 + sqrt(1 - 4 / v))


# Two discretizations agree, with and without hopping; phi' stays negative
sample = np.array([0.1, 0.5, 1.0, 2.0, 5.0, 9.0])
worst = 0.0
for rate in (0.0, 0.05):
    td, pd, wd = direct(4.0, hop=rate)
    tm, pm = correlator(4.0, hop=rate, t_end=20.0)
    gap = np.max(np.abs(np.interp(sample, td, pd) - np.interp(sample, tm, pm)))
    worst = max(worst, gap)
    if rate == 0.0:
        assert np.all(wd < 0) and np.all(pd > 0)
assert worst < 5e-4
print(f"solver check, largest difference: {worst:.1e}")

# Long-time limits from the dynamics against the largest root
print("v, phi at t = 1e12 tau, largest root:")
for v in (2.0, 3.9, 3.999, 4.001, 4.1, 5.0):
    t, phi = correlator(v)
    f = largest_root(v)
    assert abs(phi[-1] - f) < 1e-5
    assert phi.min() > f - 1e-5      # lower bound up to grid error
    print(f"  {v:.3f}  {abs(phi[-1]):.5f}  {f:.5f}")

# Transition point located by bisection on the dynamics alone
low, high = 3.0, 5.0
for _ in range(12):
    mid = 0.5 * (low + high) + 1e-5
    if correlator(mid, half=128)[1][-1] > 0.25:
        high = mid
    else:
        low = mid
v_dyn = 0.5 * (low + high)
assert abs(v_dyn - 4) < 2e-3
print(f"transition from bisection: v = {v_dyn:.4f}")

# Subtracting either nonzero root g leaves an equation of the same type
v = 5.0
tm, pm = correlator(v, t_end=20.0)
print("v = 5: root g, linear and quadratic coefficient, difference:")
for sign in (-1, 1):
    g = 0.5 * (1 + sign * sqrt(1 - 4 / v))
    c1, c2 = 2 * v * g * (1 - g)**2, v * (1 - g)**3
    td, psi, _ = direct(c2, v1=c1, tau=1 - g)
    rebuilt = g + (1 - g) * np.interp(sample, td, psi)
    gap = np.max(np.abs(rebuilt - np.interp(sample, tm, pm)))
    assert gap < 5e-4
    print(f"  {g:.4f}  {c1:.4f}  {c2:.4f}  {gap:.1e}")

# Critical decay towards 1/2 at v = 4
a = brentq(lambda x: gamma(1 - x)**2 / gamma(1 - 2 * x) - 0.5, 0.1, 0.49)
t, phi = correlator(4.0, t_end=1e8)
assert phi.min() > 0.5
e1, e2 = np.interp([1e5, 1e7], t, phi) - 0.5
a_dyn = -log(e2 / e1) / log(100)
assert abs(a_dyn - a) < 0.01
print(f"v = 4: phi - 1/2 at t = 1e5 tau: {e1:.5f}")
print(f"v = 4: phi - 1/2 at t = 1e7 tau: {e2:.5f}")
print(f"critical exponent a: theory {a:.4f}, dynamics {a_dyn:.4f}")

# Plateau below the transition
print("-eps, times/tau at phi = 0.55, 0.50, 0.45, 0.25:")
half_times, spans = [], []
for e in (1e-2, 1e-3, 1e-4, 1e-5):
    t, phi = correlator(4 * (1 - e))
    c = [crossing(t, phi, y) for y in (0.55, 0.5, 0.45, 0.25)]
    assert abs(phi[-1]) < 1e-5
    half_times.append(c[1])
    spans.append(c[2] - c[0])
    print(f"  {e:.0e}  " + "  ".join(f"{x:.3e}" for x in c))
assert all(y > 5 * x for x, y in zip(spans, spans[1:]))
power = log10(half_times[-1] / half_times[-2])
assert abs(power - 1 / (2 * a)) < 0.03
print(f"crossing-time power: theory {1/(2*a):.3f}, dynamics {power:.3f}")

# Threshold as a minimum over f, pure and mixed memory
print("linear coefficient v1, critical v2, plateau height:")
for v1 in (0.0, 0.5):
    best = minimize_scalar(lambda f: (1 / (1 - f) - v1) / f,
                           bounds=(0.05, 0.95), method="bounded",
                           options={"xatol": 1e-9})
    if v1 == 0.0:
        assert abs(best.fun - 4) < 1e-8 and abs(best.x - 0.5) < 1e-4
    print(f"  {v1:.1f}  {best.fun:.4f}  {best.x:.4f}")

# Worked example: rough values in the regime of salol, v = 4 Tc/T
Tc, tau_ps, hop_time_ns = 260.0, 1.0, 100.0
hop = tau_ps / (hop_time_ns * 1e3)
print(f"Tc = {Tc:.0f} K, tau = {tau_ps:.0f} ps, "
      f"hopping time = {hop_time_ns:.0f} ns")
for T in (265.0, 255.0):
    v = 4 * Tc / T
    t, phi = correlator(v)
    th, ph = correlator(v, hop=hop)
    free = crossing(t, phi, 0.25) * tau_ps * 1e-3
    hopped = crossing(th, ph, 0.25) * tau_ps * 1e-3
    assert abs(ph[-1]) < 1e-5 and hopped < free
    print(f"T = {T:.0f} K: v = {v:.4f}, frozen part = {abs(phi[-1]):.4f}")
    if free < inf:
        print(f"  time to phi = 0.25, no hopping: {free:.3f} ns")
    else:
        assert T < Tc
        print("  time to phi = 0.25, no hopping: never reached")
    print(f"  time to phi = 0.25, with hopping: {hopped:.3f} ns")

print("tests ok")
```

It prints:

```
solver check, largest difference: 4.6e-06
v, phi at t = 1e12 tau, largest root:
  2.000  0.00000  0.00000
  3.900  0.00000  0.00000
  3.999  0.00000  0.00000
  4.001  0.50790  0.50790
  4.100  0.57809  0.57809
  5.000  0.72361  0.72361
transition from bisection: v = 3.9998
v = 5: root g, linear and quadratic coefficient, difference:
  0.2764  1.4472  1.8944  5.1e-06
  0.7236  0.5528  0.1056  5.1e-06
v = 4: phi - 1/2 at t = 1e5 tau: 0.00262
v = 4: phi - 1/2 at t = 1e7 tau: 0.00042
critical exponent a: theory 0.3953, dynamics 0.3951
-eps, times/tau at phi = 0.55, 0.50, 0.45, 0.25:
  1e-02  3.143e+01  2.170e+02  9.073e+02  5.766e+03
  1e-03  5.123e+01  3.998e+03  5.221e+04  3.428e+05
  1e-04  5.473e+01  7.365e+04  3.055e+06  2.010e+07
  1e-05  5.511e+01  1.356e+06  1.782e+08  1.172e+09
crossing-time power: theory 1.265, dynamics 1.265
linear coefficient v1, critical v2, plateau height:
  0.0  4.0000  0.5000
  0.5  2.9142  0.4142
Tc = 260 K, tau = 1 ps, hopping time = 100 ns
T = 265 K: v = 3.9245, frozen part = 0.0000
  time to phi = 0.25, no hopping: 1.860 ns
  time to phi = 0.25, with hopping: 1.564 ns
T = 255 K: v = 4.0784, frozen part = 0.5693
  time to phi = 0.25, no hopping: never reached
  time to phi = 0.25, with hopping: 20.363 ns
tests ok
```
